# Why Coarse Grids Pin Ferroelectric Domain Walls: a program that tests the result

```python
"""Spurious pinning of a ferroelectric domain wall by a finite-difference grid.

Result under test: the energy of a discretized wall is periodic in its position,
with a barrier B that vanishes like K s^-3 exp(-pi^2/asinh(s)) as s -> 0, and the
wall stays pinned below the field E_c = pi B/(2 s).
Symbols: p = polarization / P0, s = grid spacing / delta, wall = tanh(x/delta).
Units: energy per area w*delta, field w/P0, length delta, time 1/(Gamma*w).
Grid energy: s*sum (1-p_i^2)^2 + (1/s)*sum (p_{i+1}-p_i)^2.
"Frozen" = sampled continuum profile; "relaxed" = stationary state of the grid.
"""
import numpy as np
from mpmath import mp, mpf


def frozen_direct(s, shift):
    """Grid energy of the sampled tanh profile, summed from the definition."""
    n = int(40 / s) + 2
    p = [mp.tanh(i * s - shift) for i in range(-n, n + 1)]
    local = mp.fsum((1 - v * v) ** 2 for v in p)
    gradient = mp.fsum((b - a) ** 2 for a, b in zip(p, p[1:]))
    return s * local + gradient / s


def frozen_harmonic(s, m):
    """Derived coefficient of cos(2 pi m X/h)."""
    q = 2 * mp.pi * m / s
    transform = mp.pi * q / mp.sinh(mp.pi * q / 2)
    return 2 * transform * (mpf(2) / 3 + 2 / s**2 * (mp.pi**2 * m**2 / 3 - 1))


def frozen_mean(s):
    return mpf(4) / 3 - 4 / s**2 + 4 * mp.coth(s) / s


def frozen_formula(s, shift):
    return frozen_mean(s) + mp.fsum(
        frozen_harmonic(s, m) * mp.cos(2 * mp.pi * m * shift / s)
        for m in range(1, 7))


def relaxed_half(s, node_centred, length):
    """Newton solution of the odd stationary wall; positive half and energy."""
    n = int(length / s)
    offset = mpf(0) if node_centred else mpf(1) / 2
    p = [mp.tanh((i - offset) * s) for i in range(1, n + 1)]
    two_s2 = 2 * s * s
    goal = mpf(10) ** (-(mp.dps // 2))
    converged = False
    for _ in range(40):
        upper, partial = [], []
        c_old, d_old = mpf(0), mpf(0)
        for i in range(n):
            v = p[i]
            left = p[i - 1] if i else (mpf(0) if node_centred else -v)
            right = p[i + 1] if i < n - 1 else mpf(1)
            square = v * v
            residual = 2 * v - left - right - two_s2 * v * (1 - square)
            diagonal = 2 - two_s2 * (1 - 3 * square)
            if i == 0 and not node_centred:
                diagonal += 1
            pivot = diagonal + c_old
            d_old = (d_old - residual) / pivot
            c_old = -1 / pivot
            upper.append(c_old)
            partial.append(d_old)
        step, largest = mpf(0), mpf(0)
        for i in range(n - 1, -1, -1):
            step = partial[i] - upper[i] * step
            p[i] += step
            largest = max(largest, abs(step))
        if largest < goal:
            converged = True
            break
    assert converged, "Newton iteration did not converge"
    chain = p + [mpf(1)]
    local = 2 * mp.fsum((1 - v * v) ** 2 for v in p)
    gradient = 2 * mp.fsum((b - a) ** 2 for a, b in zip(chain, chain[1:]))
    if node_centred:
        local += 1
        gradient += 2 * p[0] ** 2
    else:
        gradient += 4 * p[0] ** 2
    return p, s * local + gradient / s


def relaxed_wall(s_value):
    """True barrier, mean energy and both half profiles, as floats."""
    exponent = np.pi**2 / np.arcsinh(s_value)
    with mp.workdps(int(exponent / np.log(10)) + 30):
        s = mpf(str(s_value))
        length = exponent / 4 + 10
        node, e_node = relaxed_half(s, True, length)
        middle, e_middle = relaxed_half(s, False, length)
        return (float(e_node - e_middle), float((e_node + e_middle) / 2),
                np.array([float(v) for v in node]),
                np.array([float(v) for v in middle]))


def full_profile(half, node_centred, half_sites):
    right = np.ones(half_sites)
    count = min(half_sites, len(half))
    right[:count] = half[:count]
    centre = [0.0] if node_centred else []
    return np.concatenate((-right[::-1], centre, right))


def grid_energy(p, s):
    return s * np.sum((1 - p * p) ** 2) + np.sum(np.diff(p) ** 2) / s


def evolve(p, s, field, duration):
    """Overdamped gradient flow with free ends."""
    steps = int(np.ceil(duration / (0.1 * s * s)))
    dt = duration / steps
    p = p.copy()
    for _ in range(steps):
        slope = np.diff(p)
        rate = 4 * p * (1 - p * p) + field
        rate[:-1] += 2 / s**2 * slope
        rate[1:] -= 2 / s**2 * slope
        p += dt * rate
    return p


def travelled(before, after, s):
    """Wall displacement from the change of total polarization."""
    return 0.5 * s * float(np.sum(after) - np.sum(before))


# Frozen profile: Fourier result against direct sums.
mp.dps = 45
for s_text in ("1", "0.5", "0.25"):
    s_mp = mpf(s_text)
    for fraction in ("0", "0.13", "0.37", "0.5"):
        x_mp = mpf(fraction) * s_mp
        assert abs(frozen_direct(s_mp, x_mp)
                   - frozen_formula(s_mp, x_mp)) < mpf("1e-22")

grids = (1.0, 0.75, 0.5, 0.25)
walls, frozen_barriers = {}, {}
for s in grids:
    s_mp = mpf(str(s))
    difference = frozen_direct(s_mp, mpf(0)) - frozen_direct(s_mp, s_mp / 2)
    frozen_barriers[s] = float(difference)
    assert abs(difference / (2 * frozen_harmonic(s_mp, 1)) - 1) < 1e-6
    walls[s] = relaxed_wall(s)
    assert walls[s][0] > 0

# Relaxed barrier on very fine grids: does the scaled prefactor converge?
fine_grids = (0.1, 0.05, 0.025)
fine = {s: relaxed_wall(s) for s in fine_grids}
scaled = [fine[s][0] * s**3 * np.exp(np.pi**2 / np.arcsinh(s))
          for s in fine_grids]
assert abs(scaled[2] - scaled[1]) < 0.3 * abs(scaled[1] - scaled[0])
assert abs(scaled[2] / scaled[1] - 1) < 0.02
prefactor = (4 * scaled[2] - scaled[1]) / 3
frozen_prefactor = 32 * np.pi**2 * (np.pi**2 / 3 - 1)
s_mp = mpf("0.025")
frozen_scaled = float(2 * frozen_harmonic(s_mp, 1) * s_mp**3
                      * mp.exp(mp.pi**2 / s_mp))
assert abs(frozen_scaled / frozen_prefactor - 1) < 0.002
assert prefactor / frozen_prefactor > 1.5

# The mean wall energy has an algebraic error.
mean_slope = (8 / 3 - fine[0.05][1]) / 0.05**2
assert abs(mean_slope / (4 / 45) - 1) < 0.02

# Node-centred wall is a saddle, midpoint-centred wall a minimum.
s = 0.75
barrier = walls[s][0]
node_wall = full_profile(walls[s][2], True, 30)
middle_wall = full_profile(walls[s][3], False, 30)
lowest = []
for profile, negatives in ((node_wall, 1), (middle_wall, 0)):
    size = len(profile)
    hessian = np.diag(4 / s - 4 * s * (1 - 3 * profile**2))
    hessian -= 2 / s * (np.eye(size, k=1) + np.eye(size, k=-1))
    values = np.linalg.eigvalsh(hessian)
    assert np.sum(values < 0) == negatives
    lowest.append(values[0])

# A slightly displaced saddle slides down the cosine landscape.
moving = node_wall - 1e-3 * (1 - node_wall**2)
base = grid_energy(middle_wall, s)
cosine_error, final_position = 0.0, 0.0
for _ in range(150):
    moving = evolve(moving, s, 0.0, 1.0)
    final_position = -0.5 * s * np.sum(moving)
    predicted = base + barrier / 2 * (1 + np.cos(2 * np.pi * final_position / s))
    cosine_error = max(cosine_error,
                       abs(grid_energy(moving, s) - predicted) / barrier)
assert abs(final_position / s - 0.5) < 0.01
assert cosine_error < 0.05

# Driven wall: stuck just below the predicted field, moving just above it.
critical = np.pi * barrier / (2 * s)
duration = 5 * s / critical
below = travelled(middle_wall, evolve(middle_wall, s, 0.9 * critical, duration), s)
above = travelled(middle_wall, evolve(middle_wall, s, 1.1 * critical, duration), s)
assert below / s < 0.4
assert above / s > 2.0

# The field that fails on this grid moves the wall on a grid twice as fine.
s_fine = 0.375
field = 0.9 * critical
fine_wall = np.tanh((np.arange(120) - 59.5) * s_fine)
start = evolve(fine_wall, s_fine, field, 20.0)
end = evolve(start, s_fine, field, 100.0)
speed = travelled(start, end, s_fine) / 100.0
continuum_speed = 1.5 * field
assert abs(speed / continuum_speed - 1) < 0.03

# Conversion with round model parameters.
delta_nm, w_MJ_m3, P0_C_m2 = 1.0, 20.0, 0.5
energy_unit = delta_nm * w_MJ_m3      # mJ/m^2
field_unit = w_MJ_m3 / P0_C_m2        # MV/m

print("Units: energy w*delta, field w/P0, length delta, time 1/(Gamma*w)")
print(f"continuum wall energy = {8/3:.6f} w*delta")
for s in grids:
    b, mean = walls[s][:2]
    law = prefactor / s**3 * np.exp(-np.pi**2 / np.arcsinh(s))
    print(f"spacing s = {s:.2f} delta")
    print(f"  frozen mean energy = {float(frozen_mean(mpf(s))):.6f} w*delta")
    print(f"  relaxed mean energy = {mean:.6f} w*delta")
    print(f"  frozen barrier = {frozen_barriers[s]:.4e} w*delta")
    print(f"  relaxed barrier B = {b:.4e} w*delta")
    print(f"  relaxed/frozen barrier = {b/frozen_barriers[s]:.3f}")
    print(f"  asymptotic law / relaxed barrier = {law/b:.3f}")
    print(f"  depinning field E_c = {np.pi*b/(2*s):.4e} w/P0")
for s, value in zip(fine_grids, scaled):
    print(f"scaled relaxed prefactor at s = {s:.3f}: {value:.2f}")
print(f"extrapolated relaxed prefactor K = {prefactor:.1f}")
print(f"frozen prefactor = {frozen_prefactor:.1f}")
print(f"ratio of prefactors = {prefactor/frozen_prefactor:.2f}")
print(f"mean-energy error / s^2 at s=0.05 = {mean_slope:.5f} (4/45={4/45:.5f})")
print(f"lowest Hessian eigenvalue, node, s=0.75: {lowest[0]:.4f} w*delta")
print(f"lowest Hessian eigenvalue, midpoint, s=0.75: {lowest[1]:.4f} w*delta")
print(f"largest cosine-landscape error, s=0.75: {100*cosine_error:.2f} % of B")
print(f"drive duration, s=0.75: {duration:.1f} 1/(Gamma*w)")
print(f"displacement at 0.9 E_c: {below/0.75:.3f} cells")
print(f"displacement at 1.1 E_c: {above/0.75:.3f} cells")
print(f"same 0.9 E_c field on s=0.375 grid: {field:.5f} w/P0")
print(f"speed on s=0.375 grid: {speed:.5f} delta*Gamma*w")
print(f"continuum speed: {continuum_speed:.5f} delta*Gamma*w")
print(f"model: delta={delta_nm} nm, w={w_MJ_m3} MJ/m^3, P0={P0_C_m2} C/m^2")
for s in (1.0, 0.5):
    b = walls[s][0]
    print(f"s={s}: B={b*energy_unit:.4e} mJ/m^2, "
          f"E_c={np.pi*b/(2*s)*field_unit:.4e} MV/m")
print("done: every assertion held")
```

Running it gives:

```
Units: energy w*delta, field w/P0, length delta, time 1/(Gamma*w)
continuum wall energy = 2.666667 w*delta
spacing s = 1.00 delta
  frozen mean energy = 2.585474 w*delta
  relaxed mean energy = 2.558368 w*delta
  frozen barrier = 4.2852e-02 w*delta
  relaxed barrier B = 8.9585e-02 w*delta
  relaxed/frozen barrier = 2.091
  asymptotic law / relaxed barrier = 0.775
  depinning field E_c = 1.4072e-01 w/P0
spacing s = 0.75 delta
  frozen mean energy = 2.619203 w*delta
  relaxed mean energy = 2.611770 w*delta
  frozen barrier = 3.5741e-03 w*delta
  relaxed barrier B = 9.3386e-03 w*delta
  relaxed/frozen barrier = 2.613
  asymptotic law / relaxed barrier = 0.843
  depinning field E_c = 1.9559e-02 w/P0
spacing s = 0.50 delta
  frozen mean energy = 2.644961 w*delta
  relaxed mean energy = 2.643640 w*delta
  frozen barrier = 1.6041e-05 w*delta
  relaxed barrier B = 5.4559e-05 w*delta
  relaxed/frozen barrier = 3.401
  asymptotic law / relaxed barrier = 0.920
  depinning field E_c = 1.7140e-04 w/P0
spacing s = 0.25 delta
  frozen mean energy = 2.661144 w*delta
  relaxed mean energy = 2.661065 w*delta
  frozen barrier = 3.3428e-13 w*delta
  relaxed barrier B = 1.5847e-12 w*delta
  relaxed/frozen barrier = 4.741
  asymptotic law / relaxed barrier = 0.978
  depinning field E_c = 9.9570e-12 w/P0
scaled relaxed prefactor at s = 0.100: 5088.39
scaled relaxed prefactor at s = 0.050: 5074.81
scaled relaxed prefactor at s = 0.025: 5071.41
extrapolated relaxed prefactor K = 5070.3
frozen prefactor = 723.2
ratio of prefactors = 7.01
mean-energy error / s^2 at s=0.05 = 0.08892 (4/45=0.08889)
lowest Hessian eigenvalue, node, s=0.75: -0.1656 w*delta
lowest Hessian eigenvalue, midpoint, s=0.75: 0.1774 w*delta
largest cosine-landscape error, s=0.75: 0.16 % of B
drive duration, s=0.75: 191.7 1/(Gamma*w)
displacement at 0.9 E_c: 0.241 cells
displacement at 1.1 E_c: 3.264 cells
same 0.9 E_c field on s=0.375 grid: 0.01760 w/P0
speed on s=0.375 grid: 0.02602 delta*Gamma*w
continuum speed: 0.02640 delta*Gamma*w
model: delta=1.0 nm, w=20.0 MJ/m^3, P0=0.5 C/m^2
s=1.0: B=1.7917e+00 mJ/m^2, E_c=5.6288e+00 MV/m
s=0.5: B=1.0912e-03 mJ/m^2, E_c=6.8561e-03 MV/m
done: every assertion held
```
